# Singlet–Triplet Gap of a Two-Site Hubbard Metal–Metal Bond: a numerical check

```python
"""Two-site Hubbard model with two electrons: singlet-triplet gap.

Result under test:
    J = E(triplet) - E(lowest singlet) = (sqrt(U^2 + 16 t^2) - U) / 2,
    which approaches 4 t^2 / U when U is much larger than t.
Symbols: t hopping, U on-site repulsion, V intersite repulsion,
K direct exchange integral; a and b are the two sites.
Energies are in hartree. Levels come from diagonalizing matrices
built from fermion operators, independently of the formulas.
"""
from functools import reduce
import numpy as np
from scipy.constants import physical_constants

LOWER = np.array([[0.0, 1.0], [0.0, 0.0]])
PARITY = np.diag([1.0, -1.0])
ONE = np.eye(2)


def annihilator(mode):
    factors = [PARITY] * mode + [LOWER] + [ONE] * (3 - mode)
    return reduce(np.kron, factors)


# First index: site (0 = a, 1 = b). Second index: spin (0 = up, 1 = down).
c = [[annihilator(2 * site + spin) for spin in range(2)]
     for site in range(2)]
n = [[c[i][s].T @ c[i][s] for s in range(2)] for i in range(2)]
for i in range(4):
    for j in range(4):
        x, y = c[i // 2][i % 2], c[j // 2][j % 2]
        assert np.allclose(x @ y.T + y.T @ x, np.eye(16) * (i == j))
        assert np.allclose(x @ y + y @ x, 0)

number = sum(n[i][s] for i in range(2) for s in range(2))
two_electron = np.flatnonzero(np.isclose(np.diag(number), 2))


def sector(operator):
    return operator[np.ix_(two_electron, two_electron)]


hop = sum(c[0][s].T @ c[1][s] + c[1][s].T @ c[0][s] for s in range(2))
double = sum(n[i][0] @ n[i][1] for i in range(2))
intersite = (n[0][0] + n[0][1]) @ (n[1][0] + n[1][1])

# Two-electron integrals of type (ab|ab), all equal to K for real orbitals.
exchange = np.zeros((16, 16))
for p, q in [(0, 1), (1, 0)]:
    for r, u in [(0, 1), (1, 0)]:
        for s in range(2):
            for z in range(2):
                exchange += 0.5 * (c[p][s].T @ c[r][z].T
                                   @ c[u][z] @ c[q][s])

spin_z = [(n[i][0] - n[i][1]) / 2 for i in range(2)]
spin_plus = [c[i][0].T @ c[i][1] for i in range(2)]
spin_dot = (spin_z[0] @ spin_z[1]
            + 0.5 * (spin_plus[0] @ spin_plus[1].T
                     + spin_plus[0].T @ spin_plus[1]))
total_z, total_plus = sum(spin_z), sum(spin_plus)
spin_squared = sector(total_plus.T @ total_plus
                      + total_z @ total_z + total_z)
s2_values, s2_vectors = np.linalg.eigh(spin_squared)
singlet_basis = s2_vectors[:, s2_values < 1]
triplet_basis = s2_vectors[:, s2_values > 1]
assert singlet_basis.shape[1] == 3 and triplet_basis.shape[1] == 3
assert np.allclose(np.sort(s2_values), [0, 0, 0, 2, 2, 2])


def hamiltonian(t, U, V=0.0, K=0.0):
    return sector(-t * hop + U * double + V * intersite + K * exchange)


def solve(t, U, V=0.0, K=0.0):
    """Singlet levels, triplet levels and the lowest singlet vector."""
    h = hamiltonian(t, U, V, K)
    assert np.allclose(h @ spin_squared, spin_squared @ h)
    singlets, vectors = np.linalg.eigh(
        singlet_basis.T @ h @ singlet_basis)
    triplets = np.linalg.eigvalsh(triplet_basis.T @ h @ triplet_basis)
    return singlets, triplets, singlet_basis @ vectors[:, 0]


def diagonalized_gap(t, U, V=0.0, K=0.0):
    singlets, triplets, _ = solve(t, U, V, K)
    return triplets[0] - singlets[0]


def formula_gap(t, U):
    return (np.sqrt(U**2 + 16 * t**2) - U) / 2


def natural_occupations(state):
    density = np.array([[sum(state @ sector(c[i][s].T @ c[j][s]) @ state
                             for s in range(2))
                         for j in range(2)] for i in range(2)])
    return np.linalg.eigvalsh(density)[::-1]


vacuum = np.eye(16)[0]


def pair(i, j):
    """Spin-up electron on site i and spin-down electron on site j."""
    return (c[i][0].T @ c[j][1].T @ vacuum)[two_electron]


covalent = (pair(0, 1) + pair(1, 0)) / np.sqrt(2)
ionic_even = (pair(0, 0) + pair(1, 1)) / np.sqrt(2)
ionic_odd = (pair(0, 0) - pair(1, 1)) / np.sqrt(2)
singlet_states = np.column_stack([covalent, ionic_even, ionic_odd])
assert np.allclose(spin_squared @ singlet_states, 0)


def closed_shell_energy(t, U):
    """Lowest energy of one doubly occupied real orbital, by a scan."""
    h = hamiltonian(t, U)
    energies = []
    for angle in np.deg2rad(np.arange(0, 180)):
        x, y = np.cos(angle), np.sin(angle)
        state = (x * x * pair(0, 0) + y * y * pair(1, 1)
                 + x * y * (pair(0, 1) + pair(1, 0)))
        energies.append(state @ h @ state)
    return min(energies)


# Spectrum, wavefunction and closed-shell determinant for many parameters.
for t in [0.3, 1.0, 1.7]:
    for U in [0.5, 2.0, 4.5, 12.0, 60.0]:
        root = np.sqrt(U**2 + 16 * t**2)
        singlets, triplets, ground = solve(t, U)
        gap = triplets[0] - singlets[0]
        assert np.allclose(triplets, 0, atol=1e-11)
        assert np.allclose(singlets, [(U - root) / 2, U, (U + root) / 2],
                           atol=1e-11)
        assert abs(gap - formula_gap(t, U)) < 1e-11
        limit = 4 * t**2 / U
        assert limit * (1 - 4 * t**2 / U**2) < gap < limit
        assert abs((limit / gap - 1) - gap / U) < 1e-9
        block = singlet_states.T @ hamiltonian(t, U) @ singlet_states
        assert np.allclose(block, [[0, -2*t, 0], [-2*t, U, 0], [0, 0, U]])
        theta = 0.5 * np.arctan2(4 * t, U)
        trial = np.cos(theta) * covalent + np.sin(theta) * ionic_even
        assert abs(abs(trial @ ground) - 1) < 1e-11
        ionic = ground @ sector(double) @ ground
        assert abs(ionic - (1 - U / root) / 2) < 1e-11
        assert np.allclose(natural_occupations(ground),
                           [1 + 4 * t / root, 1 - 4 * t / root])
        assert abs(closed_shell_energy(t, U) - (-2*t + U/2)) < 1e-11

# Rate of approach: the leading deviation is 16 t^4 / U^3.
# At U = 100 t the following term changes this ratio by about 0.0008.
deviation_ratio = (4 / 100 - diagonalized_gap(1, 100)) * 100**3 / 16
assert abs(deviation_ratio - 1) < 2e-3
assert abs(diagonalized_gap(1, 1000) * 1000 / 4 - 1) < 1e-5

# Second-order elimination of ionic states gives a spin Hamiltonian.
t, U = 0.7, 9.0
ionic_projector = sector(double)
neutral_projector = np.eye(6) - ionic_projector
hopping = -t * sector(hop)
second_order = -(neutral_projector @ hopping @ ionic_projector
                 @ hopping @ neutral_projector) / U
heisenberg = 4 * t**2 / U * (sector(spin_dot) - neutral_projector / 4)
assert np.allclose(second_order, heisenberg)
# Without ionic states the four neutral states are degenerate.
assert np.allclose(neutral_projector @ hamiltonian(t, U)
                   @ neutral_projector, 0)

# Intersite repulsion and direct exchange.
for t, U, V, K in [(1, 8, 2, 0.1), (0.4, 5, 1, 0.3), (1.2, 20, 3, 0.05)]:
    expected = formula_gap(t, U - V) - 2 * K
    assert abs(diagonalized_gap(t, U, V, K) - expected) < 1e-11

# Worked example with round model parameters.
t, U = 0.01, 0.1
to_wavenumber = physical_constants[
    "hartree-inverse meter relationship"][0] / 100
singlets, triplets, ground = solve(t, U)
gap, limit = triplets[0] - singlets[0], 4 * t**2 / U
occupations = natural_occupations(ground)
closed_gap = triplets[0] - closed_shell_energy(t, U)
assert singlets[0] < triplets[0] < singlets[1]
assert closed_gap < 0 < gap

print(f"hopping t = {t:.4f} hartree")
print(f"on-site repulsion U = {U:.4f} hartree")
print(f"ratio U/t = {U / t:.1f}")
print(f"square root R = {np.sqrt(U**2 + 16*t**2):.7f} hartree")
print(f"lowest singlet energy = {singlets[0]:.7f} hartree")
print(f"triplet energy = {abs(triplets[0]):.7f} hartree")
print(f"odd ionic singlet energy = {singlets[1]:.7f} hartree")
print(f"highest singlet energy = {singlets[2]:.7f} hartree")
print(f"exact model gap J = {gap:.7f} hartree")
print(f"exact model gap J = {gap * to_wavenumber:.1f} cm^-1")
print(f"limiting gap 4t^2/U = {limit:.7f} hartree")
print(f"limiting gap 4t^2/U = {limit * to_wavenumber:.1f} cm^-1")
print(f"overestimate relative to J = {100 * (limit / gap - 1):.3f} percent")
print(f"lower bound on J = {limit * (1 - 4*t**2/U**2):.7f} hartree")
mixing = np.arctan2(abs(ionic_even @ ground), abs(covalent @ ground))
print(f"mixing angle theta = {np.rad2deg(mixing):.3f} degrees")
print(f"ionic weight = {ground @ sector(double) @ ground:.5f}")
print(f"bonding natural occupation = {occupations[0]:.5f}")
print(f"antibonding natural occupation = {occupations[1]:.5f}")
print(f"effective bond order = {(occupations[0]-occupations[1])/2:.5f}")
print(f"closed-shell determinant energy = "
      f"{closed_shell_energy(t, U):.5f} hartree")
print(f"closed-shell false gap = {closed_gap:.5f} hartree")
print(f"gap at U = 0, in units of t = {diagonalized_gap(1, 0):.5f}")
print("table: U/t, J/t, 4t/U, J U/(4t^2), bond order (dimensionless)")
for ratio in [1, 2, 4, 10, 20, 40, 100]:
    j = diagonalized_gap(1, ratio)
    occ = natural_occupations(solve(1, ratio)[2])
    print(f"{ratio:4d} {j:9.6f} {4 / ratio:9.6f} "
          f"{j * ratio / 4:9.6f} {(occ[0] - occ[1]) / 2:9.6f}")
print(f"(4t^2/U - J) U^3/(16t^4) at U/t = 100: {deviation_ratio:.5f}")
V, K = 0.02, 0.0005
print(f"added intersite repulsion V = {V:.4f} hartree")
print(f"added direct exchange K = {K:.4f} hartree")
print(f"gap with V only = {diagonalized_gap(t, U, V):.7f} hartree")
print(f"gap with V and K = {diagonalized_gap(t, U, V, K):.7f} hartree")
print(f"limiting form 4t^2/(U-V) - 2K = "
      f"{4 * t**2 / (U - V) - 2 * K:.7f} hartree")
print("done: every assertion held")
```

It prints:

```
hopping t = 0.0100 hartree
on-site repulsion U = 0.1000 hartree
ratio U/t = 10.0
square root R = 0.1077033 hartree
lowest singlet energy = -0.0038516 hartree
triplet energy = 0.0000000 hartree
odd ionic singlet energy = 0.1000000 hartree
highest singlet energy = 0.1038516 hartree
exact model gap J = 0.0038516 hartree
exact model gap J = 845.3 cm^-1
limiting gap 4t^2/U = 0.0040000 hartree
limiting gap 4t^2/U = 877.9 cm^-1
overestimate relative to J = 3.852 percent
lower bound on J = 0.0038400 hartree
mixing angle theta = 10.901 degrees
ionic weight = 0.03576
bonding natural occupation = 1.37139
antibonding natural occupation = 0.62861
effective bond order = 0.37139
closed-shell determinant energy = 0.03000 hartree
closed-shell false gap = -0.03000 hartree
gap at U = 0, in units of t = 2.00000
table: U/t, J/t, 4t/U, J U/(4t^2), bond order (dimensionless)
   1  1.561553  4.000000  0.390388  0.970143
   2  1.236068  2.000000  0.618034  0.894427
   4  0.828427  1.000000  0.828427  0.707107
  10  0.385165  0.400000  0.962912  0.371391
  20  0.198039  0.200000  0.990195  0.196116
  40  0.099751  0.100000  0.997512  0.099504
 100  0.039984  0.040000  0.999600  0.039968
(4t^2/U - J) U^3/(16t^4) at U/t = 100: 0.99920
added intersite repulsion V = 0.0200 hartree
added direct exchange K = 0.0005 hartree
gap with V only = 0.0047214 hartree
gap with V and K = 0.0037214 hartree
limiting form 4t^2/(U-V) - 2K = 0.0040000 hartree
done: every assertion held
```
